Heat Flow in an Equal-Mass Hard-Point Gas Between Thermal Walls

**1. What dimensions and symmetry fix**

N classical point particles of mass m move on a line between walls at x = 0 and x = L. The left wall has temperature TL and the right wall TR; each of these is a single symbol. The algebra uses atomic units with Boltzmann's constant equal to one, so temperatures are energies. Let n = N/L be the density and j the heat current, positive towards the right.

A speed can be formed from m and a temperature, namely √(TL/m). The particles have no size, and classical mechanics contains no ħ, so L is the one independent length once N is given. Since j is an energy per time,

j = (TL/L) √(TL/m) Φ(TR/TL, N).

Reflecting the system about its midpoint exchanges the walls and reverses the current, so j(TL, TR) = −j(TR, TL). In particular, j vanishes when TL = TR.

Dimensions do not determine how Φ depends on N. Suppose, however, that the gas is equivalent to N independent carriers. Then the current is N times that of one carrier, Φ = N φ(TR/TL), and

j = n TL √(TL/m) φ(TR/TL).

At fixed density and wall temperatures the length has disappeared. What remains is to show that the carriers are independent and to find φ.

**2. Collisions exchange velocities**

Two particles of equal mass collide elastically, with velocities u₁, u₂ before and w₁, w₂ after. Momentum and energy conservation, divided by m and m/2, give

u₁ + u₂ = w₁ + w₂,
u₁² + u₂² = w₁² + w₂².

Collect each particle's velocities on one side:

u₁ − w₁ = w₂ − u₂,
(u₁ − w₁)(u₁ + w₁) = (w₂ − u₂)(w₂ + u₂).

One solution is w₁ = u₁, w₂ = u₂, which means that no collision took place. Otherwise the first line may be divided out of the second:

u₁ + w₁ = w₂ + u₂.

Adding this to u₁ − w₁ = w₂ − u₂ gives 2u₁ = 2w₂. Hence w₂ = u₁, and momentum conservation then gives w₁ = u₂. The particles exchange velocities.

Now attach a label to each velocity instead of to each particle. At a collision both particles are at the same point, so a labelled velocity continues along a straight line as if nothing had been there. Call this object a carrier. The set of positions and velocities is the same in both descriptions, and so is the energy crossing any fixed plane. Collisions of three particles at one point, or collisions located on the chosen plane, have probability zero and are ignored.

The walls also see the same arrivals. If each emission speed is drawn independently of everything earlier, each carrier receives its own independent sequence of speeds. The gas is therefore equivalent to N independent carriers, for every N and not just for large N.

**3. What the walls do**

A wall returns every particle that reaches it, with a new speed v > 0 directed into the gas. The speed is drawn from

p(v) = (mv/T) exp(−mv²/2T),

where T is that wall's temperature. The factor v is there because this is a distribution over crossings: in an equilibrium gas, the rate at which particles of speed v cross a plane is proportional to v times their density.

With the energy ε = mv²/2 we have dε = mv dv, so

p(v) dv = (1/T) exp(−ε/T) dε.

The law is normalised, and the mean emitted energy is T. This is twice the mean kinetic energy T/2 of a one-dimensional gas at temperature T, because fast particles are emitted more often than their share of the density.

The mean time to cross the system is

τ = ∫₀^∞ (L/v) p(v) dv = (Lm/T) ∫₀^∞ exp(−mv²/2T) dv.

The Gaussian integral equals ½√(2πT/m) = √(πT/2m), so

τ = L √(πm/2T).

Write τL for a rightward leg, which starts at the left wall, and τR for a leftward leg.

The factor v in p(v) is essential. Suppose a wall drew speeds from the half-Gaussian √(2m/πT) exp(−mv²/2T) instead. In terms of u = v√(m/T), the mean inverse speed above a cutoff c would be

√(2/π) ∫_c^∞ (1/u) exp(−u²/2) du.

For small c, each tenfold reduction of c adds √(2/π) ln 10 = 1.837, without limit. The mean crossing time is infinite, carriers accumulate at ever lower speeds, and no normalisable steady state exists. For the flux-weighted law the mean of 1/u is √(π/2) = 1.253.

**4. The steady state**

A carrier alternates between rightward and leftward legs. Over many cycles, the law of large numbers makes the elapsed time per cycle approach

τL + τR = L √(πm/2) (1/√TL + 1/√TR)
= L √(πm/2) (√TL + √TR)/√(TL·TR).

The fraction of time spent moving right is

w₊ = τL/(τL + τR) = (1/√TL)/(1/√TL + 1/√TR) = √TR/(√TL + √TR),

where the last step multiplies numerator and denominator by √(TL·TR). Likewise w₋ = √TL/(√TL + √TR). Carriers coming from the colder wall are slower and make up the larger part of the density.

N carriers complete J = N/(τL + τR) cycles per unit time, so J is the particle flux in each direction:

J = n √(2/πm) √(TL·TR)/(√TL + √TR).

A carrier emitted at speed v spends a time dx/v in each interval dx. Its density is therefore p(v)/v per unit emission rate, and the phase-space density is

f(x, v) = J (m/TL) exp(−mv²/2TL) for v > 0,
f(x, v) = J (m/TR) exp(−mv²/2TR) for v < 0.

Neither expression depends on x. The density and all velocity moments are uniform, right up to the walls. The two opposite fluxes are equal, so there is no mean drift.

When TL = TR = T, J becomes n√(T/2πm), and both halves have the prefactor n√(m/2πT). Together they form the ordinary Maxwellian, as equilibrium requires.

**5. Kinetic temperature**

Because the drift vanishes, the kinetic temperature is Tk = m⟨v²⟩. For a weight exp(−av²) on v > 0, the mean of v² is 1/(2a). With a = m/2T this is T/m. Weighting the two halves by their time fractions,

Tk = w₊TL + w₋TR
= (TL√TR + TR√TL)/(√TL + √TR)
= √(TL·TR) (√TL + √TR)/(√TL + √TR)
= √(TL·TR).

The geometric mean appears because each beam carries its own wall's temperature but has a density proportional to the inverse square root of that temperature. For unequal walls the result lies below the arithmetic mean. The gas next to a wall does not take the wall's temperature, so there is a finite jump at each end.

**6. Heat current**

In one cycle a carrier takes a mean energy TL from the left wall and TR from the right wall. The energy taken from the right wall is delivered to the left. The net energy moved to the right per cycle is TL − TR, and

j = J (TL − TR).

Writing TL − TR = (√TL − √TR)(√TL + √TR) cancels the denominator of J:

j = n √(2/πm) √(TL·TR) (√TL − √TR).

This has the form found in section 1, with φ(r) = √(2/π) √r (1 − √r) and r = TR/TL. It changes sign when the walls are exchanged.

The length drops out because n is held fixed. A longer system has longer crossing times but proportionally more carriers. If N were held fixed instead, j would fall as 1/L.

**7. Two limits**

*Small temperature difference.* Let TL = T + ΔT/2 and TR = T − ΔT/2. To leading order √(TL·TR) = T, and

√TL − √TR = ΔT/(√TL + √TR) ≈ ΔT/(2√T).

Therefore

j ≈ n √(2/πm) T ΔT/(2√T) = n √(T/2πm) ΔT.

Since j is odd in ΔT, the first relative correction is of order (ΔT/T)². If one defines an apparent conductivity κ = jL/ΔT, then

κ ≈ nL √(T/2πm),

which grows in proportion to L at fixed n. Fourier's law with a length-independent conductivity does not hold. Heat is carried ballistically from wall to wall, although the particles themselves collide and keep their order.

*Very cold right wall.* Hold TL and n fixed and put s = √(TR/TL). Then

j = n √(2/πm) TL^(3/2) s(1 − s).

As s → 0 the current vanishes, although the temperature difference is then largest. Carriers leave the cold wall so slowly that few cycles are completed. The derivative of s(1 − s) is 1 − 2s, so the current towards the right is greatest at s = 1/2, that is, at TR = TL/4. Cooling the right wall below this value reduces the heat current. This holds for a closed system at fixed density; a reservoir that changed n with TR would pose a different problem.

**8. Why a uniform temperature is not equilibrium**

A Maxwellian in one dimension has ⟨v⁴⟩ = 3⟨v²⟩². Here each half has ⟨v⁴⟩ = 3T²/m² with its own T, so

m²⟨v⁴⟩ = 3 (TL²√TR + TR²√TL)/(√TL + √TR)
= 3 √(TL·TR) (TL^(3/2) + TR^(3/2))/(√TL + √TR).

The identity a³ + b³ = (a + b)(a² − ab + b²), with a = √TL and b = √TR, gives

m²⟨v⁴⟩ = 3 √(TL·TR) (TL + TR − √(TL·TR)).

Dividing by (m⟨v²⟩)² = TL·TR,

⟨v⁴⟩/⟨v²⟩² = 3(TL + TR)/√(TL·TR) − 3.

Since TL + TR ≥ 2√(TL·TR), this ratio is at least 3, with equality when TL = TR. The quantity √(TL·TR) is m times the second moment of the velocity. It does not describe a local Maxwellian, and a heat current can flow without any gradient in it.

**9. Worked example**

Take the round values m = 50000 electron masses, TL = 0.04 eV, TR = 0.01 eV and one particle per 20 Å, so n = 0.05 Å⁻¹. They do not represent a particular material. For N = 12 the length is L = 12 × 20 = 240 Å.

The crossing-time formula, evaluated in atomic units and converted, gives τL = 80.19 ps and τR = 160.38 ps. Halving the thermal speed doubles the crossing time. A cycle lasts 240.57 ps, of which one third is spent moving right and two thirds moving left. Hence

Tk = (1/3)(0.04) + (2/3)(0.01) = 0.020 eV,

or 232 K. The arithmetic mean of the wall temperatures would be 0.025 eV. The current is

j = 12 × (0.04 − 0.01)/240.57 = 1.496 × 10⁻³ eV/ps,

or 2.40 × 10⁻¹⁰ W. Because TR = TL/4, this is the largest current towards the right obtainable by varying TR at this TL and density.

The linear conductance n√(T/2πm) at T = 0.020 eV is 0.0529 ps⁻¹. In section 7, however, T is the midpoint of the wall temperatures, here 0.025 eV, which raises the conductance by a factor √1.25 to 0.05915 ps⁻¹. Multiplied by 0.03 eV this predicts 1.77 × 10⁻³ eV/ps, which is 19% above the full result: the temperature difference is too large for the linear formula to be accurate. The apparent conductivity jL/(TL − TR) is 3.99 Å/ps for L = 80 Å and 11.97 Å/ps for L = 240 Å, a factor of three for three times the length. The fourth-moment ratio is 3 × 0.05/0.02 − 3 = 4.5, far from the Maxwellian value 3.

The thermal wavelength at the cold wall, √(2π/(m·TR)) in atomic units, is 0.31 Å. Multiplied by the density it gives 0.015. The slowest carriers have longer wavelengths, but degeneracy depends on the mean occupation of a phase-space cell of area 2π (Planck's constant in atomic units). From f(x, v) in section 4 this is at most 2πJ/TR = 0.021, so quantum degeneracy is weak at every speed.

**10. Following the collisions**

The gas can also be simulated without using carriers, by advancing it from one collision to the next with the general elastic collision rule. Times below are in units of 20 Å divided by √(TR/m).

First, 12 colliding particles and 12 mutually transparent particles were started from the same state and given the same sequences of random wall speeds. After 200 time units and 220 wall hits, their sorted positions and corresponding velocities differed by at most 6 × 10⁻¹³ in reduced units. This is rounding error, and it shows the equivalence of section 2 for one realisation rather than on average.

Next, the colliding gas was run for 40000 time units at two lengths and equal density. The kinetic temperature was averaged in each quarter of the system.

N = 4, L = 80 Å: temperatures 0.0199, 0.0197, 0.0198, 0.0199 eV; current 1.49 × 10⁻³ eV/ps.

N = 12, L = 240 Å: temperatures 0.0205, 0.0205, 0.0205, 0.0205 eV; current 1.54 × 10⁻³ eV/ps.

The profiles are flat. The currents deviate from the formula by −0.6% and +3.0%. With a length-independent conductivity, the same wall temperatures and no temperature jump at the walls, the current would instead have fallen by a factor of three.

Part of the scatter can be estimated. Emitted energies are exponentially distributed with variance T², so the heat moved per cycle has standard deviation √(TL² + TR²). Relative to its mean this is √(0.04² + 0.01²)/0.03 = 1.37. Each run contains about 21000 cycles, which gives a standard error of 1.37/√21000 = 0.9%. The number of cycles also fluctuates: the runs had 42156 and 43296 wall hits, a difference of 2.7%, although their expected numbers are nearly equal. These fluctuations are enhanced by slow carriers, because

⟨(L/v)²⟩ = (L²m/T) ∫₀^∞ (1/v) exp(−mv²/2T) dv

diverges logarithmically at small v. The mean crossing time is finite, so long averages converge, but rare slow legs make them converge less quickly than a finite variance would. With both sources included, the current of runs of this duration scatters with a standard deviation of about 1.4%, and the number of wall hits by about 1%, so the +3.0% deviation is about two standard deviations. One run at each length does not resolve the current more finely than a few per cent.

**11. Unequal masses**

The result depends on the exchange of velocities. Let a particle of mass m and velocity u strike one of mass 3m at rest. Conservation of momentum and energy gives final velocities −u/2 and u/2. The momentum is −mu/2 + 3mu/2 = mu, and the light particle keeps one quarter of the energy. The final velocities are not a permutation of u and 0, so the relabelling of section 2 no longer turns the gas into independent carriers.

A simulation of 12 particles with alternating masses m and 3m, with the light one next to the hot wall, was run for 20000 time units at the same density and wall temperatures. The four quarters had kinetic temperatures, averaged over both masses, of 0.033, 0.028, 0.023 and 0.018 eV; other sequences of random wall speeds move these values by about 0.001 eV. A clear gradient replaces the uniform value of 0.020 eV. This run shows that the flat profile is lost; it does not determine how the current of the unequal-mass gas depends on length.
